# Partial currents and ion supply in nickel-iron alloy plating

## The problem

A nickel-iron film is plated at a total cathodic current density $j=10\ \mathrm{mA/cm^2}$. The metal in the film is 80 percent nickel and 20 percent iron by weight. The current efficiency is $\eta=0.90$: of the charge passed, 90 percent has turned nickel and iron ions into metal.

(a) What current densities go to nickel, to iron and to hydrogen? 

(b) How fast does the film grow? 

(c) Can the bath deliver the iron ions and the protons that these currents consume?

Both metals deposit from divalent ions:

$$\mathrm{Ni^{2+}}+2e^-\to\mathrm{Ni},\qquad \mathrm{Fe^{2+}}+2e^-\to\mathrm{Fe}.$$

The composition is steady, no metal redissolves, and all charge that does not make metal makes hydrogen. This last point is an assumption. The efficiency says how much charge is left over, but not where it went. Cathodic currents are counted as positive.

The bath is a chloride solution at pH 3, with free protons taken as 1 mmol/L. It holds 500 mmol/L of $\mathrm{Ni^{2+}}$ and 10 mmol/L of $\mathrm{Fe^{2+}}$. The diffusion coefficients are $6\times10^{-6}\ \mathrm{cm^2/s}$ for both metal ions and $9.3\times10^{-5}\ \mathrm{cm^2/s}$ for protons. Stirring leaves a diffusion layer 50 µm thick for iron. These are rough values.

## A first estimate by scaling

Nickel and iron atoms have nearly the same mass, 58.693 and 55.845 g/mol, and each takes two electrons. Equal weights of the two metals therefore need nearly equal charge. If the small mass difference is ignored, the metal current divides as the weight does:

$$j_\mathrm{Ni}\approx0.80\times9.0=7.2,\qquad j_\mathrm{Fe}\approx0.20\times9.0=1.8\ \mathrm{mA/cm^2}.$$

The remaining $1.0\ \mathrm{mA/cm^2}$ goes to hydrogen. The masses differ by about 5 percent, so an error of up to about that size is expected in the division between the metals.

For the supply, let an ion of bulk concentration $c_b$ diffuse across a layer of thickness $\delta$. The steepest available gradient is about $c_b/\delta$, so the largest current is about $nFDc_b/\delta$. Here $n$ is the number of electrons per ion and $F=96485\ \mathrm{C/mol}$. With 50 µm for every species, the iron limit is

$$\frac{2\times96485\times6\times10^{-6}\times10^{-5}}{5\times10^{-3}}\ \mathrm{A/cm^2}\approx2.3\ \mathrm{mA/cm^2},$$

and the proton limit is

$$\frac{96485\times9.3\times10^{-5}\times10^{-6}}{5\times10^{-3}}\ \mathrm{A/cm^2}\approx1.8\ \mathrm{mA/cm^2}.$$

By this estimate the bath can supply both the iron and the hydrogen current.

## Exact solution of the charge balance

In the algebra the elementary charge is set to one, as in atomic units. A current density is then a number of electrons per area and time. If $\Gamma_i$ atoms of metal $i$ deposit per area and time, and each takes $n_i$ electrons,

$$j_i=n_i\Gamma_i .$$

Let $M_i$ be the atomic mass and $G$ the total metal mass deposited per area and time. The weight fraction $w_i$ is the share of metal $i$ in that mass:

$$w_i=\frac{M_i\Gamma_i}{G}\quad\Rightarrow\quad \Gamma_i=G\,\frac{w_i}{M_i}\quad\Rightarrow\quad j_i=G\,\frac{n_iw_i}{M_i}.$$

The efficiency fixes $G$, because the metal currents must add up to $\eta j$:

$$\eta j=\sum_k j_k=G\sum_k\frac{n_kw_k}{M_k}.$$

Dividing the two expressions removes $G$ and any common unit of mass:

$$\boxed{\,j_i=\eta j\,\frac{n_iw_i/M_i}{\sum_k n_kw_k/M_k},\qquad j_\mathrm{H}=(1-\eta)\,j\,}$$

For equal valences $n_i$ cancels. What remains is the atomic fraction $x_i$, so the metal current divides by atoms and not by weight.

One gram of film contains

$$\frac{0.80}{58.693}=0.013630\ \mathrm{mol\ Ni},\qquad \frac{0.20}{55.845}=0.003581\ \mathrm{mol\ Fe},$$

together 0.017211 mol. The atomic fractions are $x_\mathrm{Ni}=0.7919$ and $x_\mathrm{Fe}=0.2081$. Hence

$$j_\mathrm{Ni}=0.7919\times9.000=7.127\ \mathrm{mA/cm^2},$$
$$j_\mathrm{Fe}=0.2081\times9.000=1.873\ \mathrm{mA/cm^2},$$
$$j_\mathrm{H}=0.10\times10.0=1.000\ \mathrm{mA/cm^2}.$$

This answers (a). The hydrogen current does not depend on whether the hydrogen comes from free protons, a weak acid or water. In each case one electron is taken per hydrogen atom, for instance in $2\mathrm{H^+}+2e^-\to\mathrm{H_2}$ and in $2\mathrm{H_2O}+2e^-\to\mathrm{H_2}+2\mathrm{OH^-}$.

The formula can be checked by counting. In an fcc block of 256,000 atoms, the number of iron atoms was varied until the iron weight fraction was as close as possible to 0.20, and the electrons were then counted. The same was done for 55 weight percent iron, an efficiency of 0.70 and three electrons per iron atom. The largest difference from the formula was $7\times10^{-7}$ of the total current. Changing one atom in the block shifts the shares by a few millionths, so this is as close as the count can come.

**Unequal valences.** Suppose that all the iron were deposited from ferric ions, with three electrons per atom, at the same film composition and with the efficiency counted accordingly. The shares would be in the ratio $2\times0.7919$ to $3\times0.2081$, or 1.584 to 0.624. The iron current would be

$$9.000\times\frac{0.624}{1.584+0.624}\approx2.54\ \mathrm{mA/cm^2},$$

about 36 percent more than before. The valence matters far more here than the difference in atomic mass.

## Growth rate

To return to laboratory units, the metal current is divided by the charge of two electrons:

$$\Gamma=\frac{9.000\times10^{-3}\ \mathrm{A/cm^2}}{2\times1.602\times10^{-19}\ \mathrm{C}}=2.809\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}}.$$

A face-centred cubic cell of edge $a$ holds four atoms, so each atom occupies $a^3/4$. With the rough value $a=3.55$ Å this is 11.18 Å$^3$, or $1.118\times10^{-23}\ \mathrm{cm^3}$. The thickness rate is

$$\Gamma\,\frac{a^3}{4}=3.14\times10^{-7}\ \mathrm{cm/s}\approx188\ \mathrm{nm/min}.$$

One micrometre takes about 318 s. A change of 0.01 Å in the rough cell edge moves the rate by about 1.6 nm/min and the time by about 3 s. This holds for a dense film; pores or foreign matter would make it thicker for the same charge.

## Exact solution of the transport model

The estimate of the supply used one layer thickness for all species. To see whether that is justified, let $y$ be the distance from the cathode and let the liquid approach it with speed $Ay^2$. This is the leading form near a rotating disk: the liquid sticks to the wall, and incompressibility removes the term linear in $y$. Migration in the electric field and reactions in the liquid are left out for now.

In the steady state, diffusion balances convection. The velocity along $y$ is $-Ay^2$, so $-Ay^2c'=Dc''$, or

$$Dc''+Ay^2c'=0 .$$

This is a first-order equation for $c'$, with the solution

$$c'(y)=c'(0)\,e^{-Ay^3/(3D)} .$$

Integrating from the wall, where $c=c_0$, to the bulk gives

$$c_b-c_0=c'(0)\,\delta,\qquad \delta=\int_0^\infty e^{-Ay^3/(3D)}\,dy .$$

The substitution $s=y\,(A/3D)^{1/3}$ turns the integral into $(3D/A)^{1/3}\int_0^\infty e^{-s^3}ds$. With $t=s^3$, the remaining integral is $\tfrac13\int_0^\infty t^{-2/3}e^{-t}dt=\tfrac13\Gamma(\tfrac13)=\Gamma(\tfrac43)$, where $\Gamma(\cdot)$ is now the gamma function. Therefore

$$\delta=\Gamma(\tfrac43)\left(\frac{3D}{A}\right)^{1/3}.$$

There is no flow at the wall itself, so the current there is carried by diffusion: $j_i=nFDc'(0)=nFD(c_b-c_0)/\delta$. It is largest when $c_0=0$:

$$j_\mathrm{lim}=\frac{nFDc_b}{\delta},\qquad \frac{c_0}{c_b}=1-\frac{j_i}{j_\mathrm{lim}} .$$

The scaling form of the limit is thus right, but each species has its own $\delta$, proportional to $D^{1/3}$. A fast diffuser feels a thicker layer, and its limit grows as $D^{2/3}$ instead of $D$.

**Iron.** With $\delta=50$ µm the limit is $2.316\ \mathrm{mA/cm^2}$. The iron current uses $1.873/2.316=0.809$ of it, and the concentration at the wall falls to 0.191 of the bulk value. A finite-difference solution of the transport equation gives the same 0.1913 as the formula, with a shift of $6.5\times10^{-7}$ when the mesh step is halved.

At fixed composition, efficiency and stirring, $j_\mathrm{Fe}$ is proportional to $j$. It reaches its limit at $j=10/0.809\approx12.4\ \mathrm{mA/cm^2}$. Above that current, this model cannot supply a film with 20 weight percent iron.

**Nickel.** The limit is about $116\ \mathrm{mA/cm^2}$, and the nickel current uses 6 percent of it. Nickel is hardly depleted at the wall.

**Protons.** Their layer is thicker than that of iron by the factor $(93/6)^{1/3}=2.49$, which makes it 124.7 µm. The limit is $0.720\ \mathrm{mA/cm^2}$, and the hydrogen current is 1.39 times as large. Free protons from the bulk cannot carry it. The flow $Ay^2$ is only the leading term. At a real rotating disk, with a kinematic viscosity of $0.01\ \mathrm{cm^2/s}$ and the iron layer still 50 µm thick, the next terms lower the proton limit by about 4 percent, which widens the gap. In this model at least $0.28\ \mathrm{mA/cm^2}$ must come from other donors, such as water or a weak acid in the bath. The liquid at the wall then becomes less acid than the bulk, by an amount that this model cannot give because it contains no buffer reactions.

This answers (c) for this laminar model at an efficiency of 0.90: the iron supply suffices, though with little to spare, while the supply of free protons does not. The second statement is sensitive to the efficiency. Since $j_\mathrm{H}=(1-\eta)j$, the hydrogen current falls to the limit of $0.720\ \mathrm{mA/cm^2}$ at $\eta\approx0.93$.

In this model, two changes would close the proton gap at the same hydrogen current. The limit is proportional to the proton concentration, so a pH below $3-\log_{10}1.39\approx2.86$ would do. So would stronger stirring: halving all layer thicknesses doubles the proton limit to $1.44\ \mathrm{mA/cm^2}$. Since $\delta\propto A^{-1/3}$, this takes an eightfold $A$. In practice either change could also alter the efficiency and the composition, which are held fixed here.

## Comparison of the estimate with the exact solution

For the metal currents the error of the estimate can be written in closed form. Let $\bar M=1/\sum_k(w_k/M_k)$, which is the mean mass per mole of atoms. For equal valences the exact share is $x_i=w_i\bar M/M_i$, while the estimate uses $w_i$. Hence

$$\frac{j_i^\mathrm{est}}{j_i}=\frac{w_i}{x_i}=\frac{M_i}{\bar M}.$$

Here $\bar M=1/0.017211=58.10$ g/mol. The ratio is 1.010 for nickel and 0.961 for iron. The estimate is 1.0 percent too high for nickel and 3.9 percent too low for iron, relative to the exact currents. In absolute terms the errors are equal and opposite, $0.073\ \mathrm{mA/cm^2}$, since both divisions share out the same $9.000\ \mathrm{mA/cm^2}$. The minority metal therefore shows the larger relative error.

In the limit of very little iron, $\bar M\to M_\mathrm{Ni}$ and the iron estimate is low by $1-55.845/58.693=4.9$ percent. In the opposite limit, nearly pure iron, its error vanishes. For two metals of very different atomic mass the weight rule would fail badly.

For the hydrogen current the estimate and the exact balance agree, because the composition does not enter.

For the supply of iron they also agree, since the 50 µm layer was defined for iron. For protons the estimate was $1.8\ \mathrm{mA/cm^2}$ and the solution gives $0.72$. The estimate is too high by the factor 2.49, the ratio of the layer thicknesses. This changes the answer, because the hydrogen current of $1.0\ \mathrm{mA/cm^2}$ lies between the two values.

## How firm the numbers are

**Errors of measurement.** From $j_\mathrm{H}=(1-\eta)j$, a change $\Delta\eta$ alters the hydrogen current by the fraction $-\Delta\eta/(1-\eta)$. If the efficiency is 89 instead of 90 percent, $j_\mathrm{H}$ rises from 1.000 to $1.100\ \mathrm{mA/cm^2}$, or by 10 percent, while the metal currents fall by 1.1 percent. A small remainder is sensitive to the large number from which it is found. If the film has 21 instead of 20 weight percent iron, $j_\mathrm{Fe}$ rises to $1.965\ \mathrm{mA/cm^2}$, or by 5 percent.

**Other reactions.** Dissolved oxygen can take four electrons per molecule. Take 0.25 mmol/L, roughly the value for air-saturated pure water and so a high estimate for this salty bath. With $D=2\times10^{-5}\ \mathrm{cm^2/s}$, its layer is 74.7 µm and its limit is $0.258\ \mathrm{mA/cm^2}$. Ferric ions at 0.5 mmol/L (also a high value, since ferric hydroxide is only sparingly soluble at pH 3), reduced to ferrous ions with one electron each, can take $0.058\ \mathrm{mA/cm^2}$. If both run at their limits, hydrogen keeps

$$1.000-0.258-0.058=0.684\ \mathrm{mA/cm^2}.$$

The metal currents do not change, since they follow from the film and the efficiency. The shortage of free protons also remains. Oxygen reduction in acid, $\mathrm{O_2}+4\mathrm{H^+}+4e^-\to2\mathrm{H_2O}$, uses one proton per electron, so the total demand is $0.684+0.258=0.942\ \mathrm{mA/cm^2}$, still above 0.720.

**Migration.** The electric field pulls positive ions towards the cathode and helps the iron supply. To size this, take a stagnant layer of 50 µm. Let $N_i$ be the flux of ion $i$ towards the wall, $z_i$ its charge number and $\phi$ the potential in units of $RT/F$. Then

$$\frac{N_i}{D_i}=c_i'+z_ic_i\phi' .$$

Multiplying by $z_i$ and summing removes the gradients, because neutrality requires $\sum_i z_ic_i'=0$:

$$\phi'=\frac{\sum_i z_iN_i/D_i}{\sum_i z_i^2c_i}.$$

The bath also holds 0.50 mol/L of sodium and 1.52 mol/L of chloride, which do not react and so have $N_i=0$. Protons are left out of this sum. Integrating these equations through the layer raises the iron concentration at the wall from 0.191 to 0.215 of the bulk value. The field is weak because the bath holds many ions, and the nickel chloride alone nearly suffices for this: without the sodium chloride the value would be 0.223. The conclusion about iron stands.

The field helps the free protons too, but only slightly. The formula gives $\phi'\approx4\ \mathrm{cm^{-1}}$. For a constant slope and no protons left at the wall, the flux equation integrates to $N=Dc_b\phi'/(1-e^{-\phi'\delta})\approx(Dc_b/\delta)(1+\phi'\delta/2)$. Even if this slope held across the whole proton layer of 125 µm, $\phi'\delta$ would be about 0.05 and the proton limit would rise by only 2 to 3 percent. A rise of 39 percent would be needed, so the shortage of free protons stands as well.

## Beside real plating

Films of about this composition, known as permalloy, are plated for magnetic devices because they are magnetically soft and have little magnetostriction. Current densities of the order of $10\ \mathrm{mA/cm^2}$ and a pH near 3 are ordinary for such baths, which often contain boric acid. The bath here has 0.020 iron ions per nickel ion, while the film has 0.263 iron atoms per nickel atom, an enrichment of 13 times. Preferred deposition of iron, the less noble metal, is a known feature of this alloy and is called anomalous codeposition. The charge balance takes the composition as given and does not explain it. One assumption open to doubt in a real cell is that all leftover charge makes hydrogen: with the oxygen and ferric contents assumed above, the hydrogen current could be about 0.7 instead of $1.0\ \mathrm{mA/cm^2}$. On a patterned wafer the current density also varies from place to place, and the formulas then apply locally, with the local current, composition and efficiency. The main computed values are in the numerical output below.

## Computed values

```
INPUTS
Total current density: 10.0 mA/cm2
Current efficiency: 90 %
Iron in film: 20 wt%
Molar mass Ni, Fe: 58.693, 55.845 g/mol
Cell edge (rough): 3.55 angstrom
Iron diffusion layer: 50 um
Ni2+: n=2, D=6.0e-06 cm2/s, c=500.00 mmol/L
Fe2+: n=2, D=6.0e-06 cm2/s, c=10.00 mmol/L
H+: n=1, D=9.3e-05 cm2/s, c=1.00 mmol/L
O2: n=4, D=2.0e-05 cm2/s, c=0.25 mmol/L
Fe3+: n=1, D=6.0e-06 cm2/s, c=0.50 mmol/L
Na+, Cl-: 0.50, 1.52 mol/L
D of Na+, Cl-: 1.3e-05, 2.0e-05 cm2/s
PARTIAL CURRENTS
w/M nickel: 0.013630 mol/g
w/M iron: 0.003581 mol/g
Atomic fraction Ni: 0.7919
Atomic fraction Fe: 0.2081
Metal current: 9.000 mA/cm2
Nickel current: 7.127 mA/cm2
Iron current: 1.873 mA/cm2
Hydrogen current: 1.000 mA/cm2
Weight-fraction mistake, Ni: 7.200 mA/cm2
Weight-fraction mistake, Fe: 1.800 mA/cm2
Mistake in iron: -3.9 %
Slab atoms counted: 256000
Largest count-formula gap: 7.0e-07 of total current
GROWTH
Atom flux: 2.809e+16 /(cm2 s)
Growth rate: 188.5 nm/min
Time for 1 um: 318 s
TRANSPORT
Ni2+: layer 50.0 um, limit 115.782 mA/cm2
Fe2+: layer 50.0 um, limit 2.316 mA/cm2
H+: layer 124.7 um, limit 0.720 mA/cm2
O2: layer 74.7 um, limit 0.258 mA/cm2
Fe3+: layer 50.0 um, limit 0.058 mA/cm2
Iron current / limit: 0.809
Nickel current / limit: 0.062
Hydrogen current / free-proton limit: 1.39
Iron wall/bulk, formula: 0.1913
Iron wall/bulk, numerical: 0.1913
Shift on halving the mesh step: 6.5e-07
Fe/Ni atom ratio, bath: 0.020
Fe/Ni atom ratio, film: 0.263
Iron enrichment: 13.1 times
NEGLECTED EFFECTS AND INPUT ERRORS
Hydrogen left after O2 and Fe3+: 0.684 mA/cm2
Iron wall/bulk with migration: 0.2149
Hydrogen at 1 point less efficiency: 1.100 mA/cm2
Iron current at 1 wt% more iron: 1.965 mA/cm2
```
